\section*{Mean Sheath Voltage in a Symmetric Current-Driven Radiofrequency Discharge, part 2}

A plasma between equal plane electrodes a and b is separated from each by an electron-free sheath. We ask how the mean voltage of one sheath compares with the voltage amplitude between the electrodes, and how neglected effects change that ratio.

The basic model has singly charged ions of fixed uniform density $n$, cold electrons, a field-free bulk and no applied dc voltage. Its assumption 4 reads: the current through the sheaths is displacement current; the particle currents there are small beside $J_1$.

Formulas are in SI units, with $e>0$. Amplitudes run from zero to peak, and a bar denotes the average over one cycle. The current density, positive from a to b, is $J=J_1\cos\omega t$. Sheath a has thickness $s_a=S-s_0\sin\omega t$, with $s_0=J_1/(en\omega)$ and $r=S/s_0$. The plasma is at the voltage $V_a=en\,s_a^2/(2\varepsilon_0)$ above electrode a. The voltage between the electrodes is $V_1\sin\omega t$, with $V_1=2enSs_0/\varepsilon_0$. The mean voltage $\bar V$ of either sheath obeys
\begin{equation}
\frac{\bar V}{V_1}
=\frac{S^2+s_0^2/2}{4Ss_0}
=\frac{r^2+1/2}{4r}
=\frac r4+\frac1{8r} .
\label{ratio}
\end{equation}
With cold electrons each sheath just closes once per cycle, so $r=1$, $\bar V=\frac38V_1$ and
\begin{align}
\frac{V_a}{V_1}&=\frac{en\,s_0^2(1-\sin\omega t)^2/(2\varepsilon_0)}{2en\,s_0^2/\varepsilon_0}
=\frac{(1-\sin\omega t)^2}{4}\nonumber\\
&=\frac14-\frac12\sin\omega t+\frac14\cdot\frac{1-\cos2\omega t}{2}
=\frac38-\frac12\sin\omega t-\frac18\cos2\omega t .
\label{wave}
\end{align}

Ions that cross a sheath without collisions over many cycles gain the mean energy $e\bar V$. They arrive with speed $v=\sqrt{2e\bar V/M}$, on which the oscillating field, of amplitude $E_1=en s_0/\varepsilon_0=V_1/(2s_0)$ at $r=1$, superposes a velocity of amplitude $v_1=eE_1/(M\omega)$. The ion mass is $M$, the electron mass $m$, and the electron temperature $T_e$ is in volts.

The argon example has frequency 13.56 MHz, gap 5.0 cm, $J_1=8.0$ mA/cm$^2$, $n=2.0\times10^{9}$ cm$^{-3}$, $T_e=3.0$ V and $M=39.95$ u. At $r=1$ these give $s_0=2.93$ mm, largest sheath thickness $2s_0=5.86$ mm, $V_1=621.5$ V and $\bar V=233.1$ V.

\subsection{Warm electrons keep the sheath slightly open}

Cold electrons reach the electrode only if the sheath closes. Warm electrons can climb a small potential barrier, so the mean current can vanish while the sheath is still open. To size this effect, keep the ions uniform and give the electrons the Boltzmann density $n\,e^{\phi/T_e}$, with $\phi=0$ in the bulk:
\begin{equation}
\frac{d^2\phi}{dx^2}=-\frac{en}{\varepsilon_0}\left(1-e^{\phi/T_e}\right) .
\end{equation}
Multiply by $d\phi/dx$ and integrate from the bulk, where $\phi$ and $E$ vanish, to the electrode, where $\phi=-V_a=-yT_e$:
\begin{equation}
\frac{E_w^2}{2}=\frac{en}{\varepsilon_0}\left[-\phi+T_e\left(e^{\phi/T_e}-1\right)\right]
=\frac{enT_e}{\varepsilon_0}\left(y+e^{-y}-1\right) .
\end{equation}
The wall field $E_w$ still follows from the displacement current, so $|E_w|=en s_a/\varepsilon_0$ with $s_a=S-s_0\sin\omega t$. Now $s_a$ measures the net charge in front of the electrode and no longer a sharp edge. With the Debye length $\lambda=\sqrt{\varepsilon_0T_e/(en)}$,
\begin{equation}
\frac{s_a^2}{2\lambda^2}=y+e^{-y}-1 .
\label{warm}
\end{equation}
For $y\gg1$ this gives $V_a\simeq en s_a^2/(2\varepsilon_0)+T_e$, the square law with a small addition.

The condition for $S$ is that the electron and ion fluxes to the wall agree on average. The electron flux is the one-sided thermal flux at the wall density, and the ions are taken to arrive with the flux $n\sqrt{eT_e/M}$:
\begin{equation}
n\sqrt{\frac{eT_e}{2\pi m}}\;\overline{e^{-y}}=n\sqrt{\frac{eT_e}{M}}
\quad\Longrightarrow\quad
\overline{e^{-y}}=\sqrt{\frac{2\pi m}{M}} .
\end{equation}
For argon the right side is about 0.009. The numerical solution for the example is $r=1.16$, so the smallest value of $s_a$ is 0.47 mm, somewhat less than two Debye lengths of 0.288 mm. The ratio of mean voltage to amplitude becomes 0.402, which is 7 per cent above $3/8$.

The origin of this shift can be read from earlier formulas. Equation (\ref{ratio}) with $r=1.161$ gives 0.398. The extra $T_e$ in the mean adds about $3/(1.161\times621.5)=0.004$. The current is held fixed in this comparison, so the amplitude itself also rises, by about the factor $r$.

The ratio reacts weakly to a small opening. With $r=1+\delta$,
\begin{equation}
\frac r4+\frac1{8r}\simeq\frac{1+\delta}{4}+\frac{1-\delta}{8}=\frac38+\frac\delta8 ,
\end{equation}
a relative change of $\delta/3$. The opening is a matter of Debye lengths, and
\begin{equation}
\frac{\lambda^2}{s_0^2}=\frac{\varepsilon_0T_e}{en\,s_0^2}=\frac{2T_e}{V_1}
\end{equation}
with $V_1$ taken at $r=1$. The cold-electron result thus needs $\sqrt{2T_e/V_1}\ll1$; here this number is 0.10. With $T_e$ reduced a hundredfold at the same current, the calculation gives $r=1.010$ and the ratio 0.376, close to three-eighths.

\subsection{Ion density that falls towards the electrode}

Ions speed up on their way to the electrode. In a steady flow without ionisation in the sheath, their density must fall as their speed grows, so a uniform $n$ cannot be the true profile. To size the effect, let the ions enter with density $n_e$ and speed $u_B=\sqrt{eT_e/M}$ and respond to the mean field alone. The electrons are again cold and the sheath just closes.

In this part $\theta$ is the phase counted from the moment of largest thickness, and $x$ is the distance from the plasma side towards the electrode. The electron edge passes $x$ at the phase $p(x)$, which runs from 0 to $\pi$. Moving past ions of density $n_i$, the edge obeys $en_i\omega\,dx=J_1\sin p\,dp$. At phase $\theta$ the point $x$ lies in the sheath if $|\theta|<p$. The field there, directed to the electrode, comes from the ions between edge and $x$:
\begin{equation}
E=\frac{e}{\varepsilon_0}\int n_i\,dx'
=\frac{J_1}{\varepsilon_0\omega}\int_{|\theta|}^{p}\sin p'\,dp'
=E_1(\cos\theta-\cos p),\qquad E_1=\frac{J_1}{\varepsilon_0\omega} .
\end{equation}
This $E_1$ equals the earlier one, since $J_1=en\omega s_0$. The time average is
\begin{equation}
\bar E=\frac{E_1}{2\pi}\int_{-p}^{p}(\cos\theta-\cos p)\,d\theta
=\frac{E_1}{\pi}\,(\sin p-p\cos p) .
\end{equation}
Let $w$ be the ion speed divided by $u_B$. Flux conservation gives $n_i=n_e/w$, hence $dx=\ell\,w\sin p\,dp$ with $\ell=J_1/(e\omega n_e)$. The ion energy obeys $Mu_B^2\,w\,dw=e\bar E\,dx$, and $Mu_B^2=eT_e$. The factor $w$ cancels:
\begin{equation}
\frac{dw}{dp}=\frac{E_1\ell}{\pi T_e}\,(\sin p-p\cos p)\sin p .
\end{equation}
The integral of $\sin^2p$ from 0 to $\pi$ is $\pi/2$. That of $p\sin p\cos p=\frac12p\sin2p$ is $-\pi/4$. Together they give $3\pi/4$, so at the electrode
\begin{equation}
w_{\mathrm{wall}}=1+\frac{3E_1\ell}{4T_e},\qquad
\bar V=\frac{T_e}{2}\left(w_{\mathrm{wall}}^2-1\right) .
\end{equation}

For a fair comparison the current and the fundamental amplitude $V_1$ are held at the values of the example, and $n_e$ is adjusted. The numerical solution is $n_e=1.29\times10^{10}$ cm$^{-3}$. Then $\ell=2.93\times(2.0/12.9)=0.454$ mm, and $E_1=V_1/(2s_0)=1.06\times10^5$ V/m gives $E_1\ell=48.2$ V. Hence $w_{\mathrm{wall}}=13.05$ and $\bar V\simeq254$ V; without intermediate rounding it is 253.5 V. The ratio to $V_1$ is 0.408, or 9 per cent above $3/8$. The total voltage is no longer a pure sinusoid, but its third harmonic is just 3.5 per cent of the fundamental. The effective density of the uniform model is thus far below the density at the plasma edge, by a factor of about six here.

\subsection{Why the ratio rises}

Let $q$ be the ion charge per unit area in the sheath. When the edge recedes and uncovers $dq$, the field rises by $dq/\varepsilon_0$ over the whole sheath thickness $s$, so $dV=s\,dq/\varepsilon_0$. For uniform density $s\propto q$ and $V\propto q^2$. If the density is larger on the plasma side, $s$ grows more slowly than $q$, and $V$ grows more slowly than $q^2$.

For a sheath that just closes, the sinusoidal current gives $q\propto1+\cos\theta$. Take $V\propto q^\alpha$, that is $V=c\,(1+\cos\theta)^\alpha$, as a simple family, with $c$ a constant. Let $A=\overline{(1+\cos\theta)^\alpha}$ and $I=\overline{(1+\cos\theta)^\alpha\cos\theta}$. Integration by parts, with $\cos\theta\,d\theta=d(\sin\theta)$ and $\sin^2\theta=(1+\cos\theta)(1-\cos\theta)$, gives
\begin{equation}
I=\alpha\,\overline{(1+\cos\theta)^{\alpha-1}\sin^2\theta}
=\alpha(A-I)\quad\Longrightarrow\quad I=\frac{\alpha A}{1+\alpha} .
\end{equation}
The fundamental amplitude of one sheath is $2cI$. The other sheath contributes the same with opposite phase, so the total has the amplitude $4cI$, and
\begin{equation}
\frac{\bar V}{V_1}=\frac{cA}{4cI}=\frac{1+\alpha}{4\alpha} .
\end{equation}
For $\alpha=2$ this is $3/8$, and for a linear law, $\alpha=1$, it is $1/2$. The value 0.408 corresponds to an effective exponent $\alpha\simeq1.6$; the falling profile does not follow a single power exactly.

\subsection{Voltage across the bulk}

The bulk electrons have inertia and collide with gas atoms at the rate $\nu$. With all oscillating quantities written as real parts of amplitudes times $e^{i\omega t}$, the equation of motion $m\,i\omega u=-eE-m\nu u$ and $J_1=-enu$ give
\begin{equation}
E=\frac{m(\nu+i\omega)}{e^2n}\,J_1 .
\end{equation}
The part in phase with the current is resistive. The part with $i\omega$ is inductive and has the sign opposite to the sheath voltage, whose amplitude is $-iV_1$ because $\sin\omega t$ is the real part of $-ie^{i\omega t}$.

At 10 mTorr and 300 K, with a rough rate coefficient of $10^{-7}$ cm$^3$/s, $\nu=3.2\times10^7$ s$^{-1}$. The bulk voltage has the amplitude 5.7 V, mostly inductive. It lowers the electrode voltage from 621.5 to 616.2 V, and $\bar V$ divided by the electrode voltage is 0.378. The change is 1 per cent of $3/8$. At the same density and current, the bulk takes a larger share in longer gaps or at higher pressure; a higher bulk density works against this. The estimate uses the sheath density $n$ in the bulk as well. With the edge density $n_e$ found above in its place, the bulk voltage at the same current would be only about 0.9 V.

\subsection{Particle currents and ion motion}

With the density $n$ the ion current is 1.1 per cent of $J_1$. The electron burst that balances it is short and therefore higher: its peak in the warm-electron calculation is 12 per cent of $J_1$. With the edge density $n_e$ in place of $n$, the ion current would be about 7 per cent of $J_1$, so assumption 4 is less comfortable than the uniform model suggests. The ratios above leave out the change of wall charge that the ion current causes during the cycle. With cold electrons this change keeps the sheath closed for a part of the cycle instead of an instant, and makes its mean thickness smaller than $s_0$. For uniform density and an ion current $J_i$, the edge obeys $en\,ds_a/dt=-(J+J_i)$ while the sheath is open. This gives a mean thickness of $0.97\,s_0$ and a ratio of mean voltage to fundamental amplitude of 0.371 for $J_i=0.011\,J_1$, and $0.82\,s_0$ and 0.353 for a trial value $J_i=0.07\,J_1$. The ion current thus lowers the ratio.

The oscillating field hardly changes the ion density within a cycle if the ion plasma frequency is well below $\omega$. The ratio is 0.11 for $n$ and about 0.28 for $n_e$. Near the electrode the ion speed still varies by a fraction of about $v_1/v\simeq0.09$ within a cycle, but the flux varies along with it, so this ratio does not fix the change of density. Collisionless ions followed through the prescribed oscillating field show a density at the electrode that varies by about $\pm3.5$ per cent in the uniform sheath and by about $\pm18$ per cent in the falling profile, the reaction of this change on the field being left out. The fixed density is therefore an approximation. At much lower drive frequencies ions follow the field within a cycle, and neither the fixed density nor the average-field argument for their energy applies.

Collisions touch the ion energies first. With a rough charge-exchange cross-section of $5\times10^{-15}$ cm$^2$ the mean free path is 6.2 mm, close to the largest thickness of 5.9 mm. A fraction $e^{-5.9/6.2}\simeq0.4$ of the ions would cross without charge exchange; in the thinner sheath of the falling profile, 3.9 mm, it would be about one half. The others start afresh inside the sheath and arrive with less energy, so 233 eV is a scale for the upper part of the spectrum and not the mean ion energy at this pressure.

\subsection{The model beside an etching reactor}

The frequency, gap and pressure of the example are ordinary for capacitive etching in argon. The uniform density of $2\times10^9$ cm$^{-3}$ is low for the plasma of such a reactor, where $10^{10}$ cm$^{-3}$ is a rough typical size, but it is an effective value for the sheath: it gives the same $V_1$ as a falling profile with an edge density of that size. It does not give the same thickness, since the sheath with falling density opens to 3.9 mm and not to 5.9 mm. Two neglected effects, warm electrons and falling ion density, each raise the ratio by 7 to 9 per cent when taken alone; the ion current works the other way and, with cold electrons and uniform density, lowers it by 1 to 6 per cent. The joint effect was not calculated. The assumption that many reactors break more strongly is symmetry. With a small driven electrode, a large grounded wall and a blocking capacitor, a dc bias forms and the driven sheath takes most of the voltage. In the limit where it takes all of it, $V_1$ must be replaced by the fundamental amplitude of that one sheath, which by (\ref{wave}) is half of the symmetric $V_1$. The mean is then $(3/8)/(1/2)=3/4$ of that fundamental amplitude. For uniform density, sinusoidal current and collapsing sheaths, the factor at the driven electrode thus moves from $3/8$ towards $3/4$ as the asymmetry grows. The limit depends on the waveform. If the electrode voltage is sinusoidal instead of the current, a sheath that takes all of it and just closes has a voltage of the form $V_0(1+\cos\omega t)$. Its mean equals the amplitude $V_0$, and the limit is 1. Most of the values behind these estimates are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical argon etching discharge)
frequency                         13.56 MHz
effective ion density             2.00e+09 cm^-3
current density amplitude J1      8.00 mA/cm^2
electrode gap                     5.0 cm
electron temperature              3.0 eV
pressure                          10.0 mTorr
gas temperature                   300 K
ion mass                          39.95 u
momentum transfer rate (rough)    1.0e-07 cm^3/s
charge exchange section (rough)   5.0e-15 cm^2
MODEL
edge amplitude s0                 2.930 mm
largest sheath thickness 2 s0     5.861 mm
total voltage amplitude V1        621.5 V
mean single-sheath voltage        233.1 V
POISSON SOLUTION OF THE WHOLE GAP
mean sheath voltage / V1          0.37499
sin(wt) part of Va / V1           -0.50000
cos(2wt) part of Va / V1          -0.12500
peak of Va / V1                   0.99999
largest bulk drop / V1            6.5e-06
open sheaths, r = S/s0            1.30
open sheaths, mean / amplitude    0.42115
COLLISIONLESS IONS
mean arrival energy               236.3 eV
lowest, highest arrival energy    193.5, 277.9 eV
mean crossing time                9.4 rf periods
NEGLECTED EFFECTS
Debye length                      0.288 mm
warm electrons: r = S/s0          1.1611
warm electrons: smallest S - s0   0.472 mm
warm electrons: mean / amplitude  0.4020
Te/100: r = S/s0                  1.0098
Te/100: mean / amplitude          0.3763
peak electron burst / J1          0.124
falling density: edge density     1.29e+10 cm^-3
falling density: sheath width     3.94 mm
falling density: mean voltage     253.5 V
falling density: mean / amplitude 0.4078
falling density: 3rd/1st harmonic 0.0351
electron collision rate           3.22e+07 s^-1
bulk voltage amplitude            5.71 V
electrode voltage with bulk       616.2 V
mean sheath / electrode voltage   0.3783
ion current / J1                  0.0108
ion plasma frequency / omega      0.110
ion mean free path                6.2 mm
\end{verbatim}
